Zero-bias depletion width of a Schottky contact on heavily doped silicon

**Problem**

A metal makes an ideal planar contact with uniformly doped n-type silicon. The donor density is N = 2 × 10²⁰ cm⁻³, all donors are ionized, and the built-in potential is V = 0.5 V. No external voltage is applied. Take the relative permittivity of silicon as 11.7, a rough usual value.

(a) Derive the depletion width in the abrupt-depletion model and evaluate it. Find also the field at the metal and the donor charge per area.

(b) At this doping the electrons form a degenerate gas. Find how their gradual return at the edge of the layer changes the width at 300 K and at 400 K, with V held fixed.

(c) Estimate whether electrons can tunnel through the barrier, and how much the image force lowers it.

(d) Decide whether the field can cause breakdown, and how far a continuous, fully active donor charge can be trusted.

For (b) and (c), use six conduction-band valleys with rough masses of 0.92 mₑ along the valley axis and 0.19 mₑ across it. For (d), use a rough gap of 1.1 eV.

**Solution**

**(a) The abrupt-depletion width**

Let x run from the metal, at x = 0, into the silicon. Let u(x) be the upward bending of the conduction-band edge, in volts, measured from the neutral bulk. The built-in potential is the total bending, so u(0) = V, and u = 0 deep in the silicon.

An electron has charge −q, with q > 0, so its energy rises where the electrostatic potential φ falls: u = −φ. The charge density is q(N − n), where n is the electron density. Poisson's equation φ″ = −q(N − n)/ε therefore becomes

u″ = (q/ε)(N − n).

The model replaces the true electron density by a step: n = 0 for 0 < x < W, and n = N for x > W. Beyond W the silicon is neutral and u = 0. There is no sheet of charge at W, so both u and its slope are continuous, which gives u(W) = 0 and u′(W) = 0.

Inside the layer u″ = qN/ε. Integration from x to W gives

u′(W) − u′(x) = (qN/ε)(W − x).

The first term is zero. The bands fall going inwards, so u′ is negative, and the magnitude of the field is F = −u′:

F(x) = (qN/ε)(W − x).

The field itself points towards the metal, from the positive donors to the negative charge on the metal surface. A second integration gives the bending:

u(x) = ∫ₓᵂ F(x′) dx′ = (qN/2ε)(W − x)².

At the metal u(0) = V, so V = qNW²/(2ε), and

W = √[2εV/(qN)].

For the numbers, ε = 11.7 × 8.854 × 10⁻¹² F/m = 1.036 × 10⁻¹⁰ F/m, and N = 2 × 10²⁶ m⁻³. Then

2εV = 1.036 × 10⁻¹⁰ C/m,

qN = 3.204 × 10⁷ C/m³,

W² = 3.233 × 10⁻¹⁸ m².

The answer is **W = 1.80 nm**, or 34.0 bohr.

The field at the metal is F(0) = qNW/ε. Substituting qN/ε = 2V/W² turns this into

F(0) = 2V/W = 1.0 V / 1.798 nm = 5.56 MV/cm.

It is twice the mean field V/W because the field falls linearly to zero. The donor charge per area corresponds to NW = 3.60 × 10¹³ elementary charges per cm².

The edge at W was assumed, and it can be tested by solving u″ = (q/ε)(N − n) numerically without it. For this test the electrons were a dilute gas, n = N exp(−u/v), with artificially small thermal voltages v of 10 and 5 mV. Extrapolating the square of the resulting width linearly to v = 0 gave 1.798 nm, in agreement with the formula. The abrupt edge is thus the limit in which the electrons have no thermal or Fermi energy.

**(b) Electrons with a finite pressure**

Real electrons do not stop at a sharp edge. A width that needs no edge is the charge-equivalent width

W_eff = ∫₀^∞ (1 − n/N) dx.

It is the thickness of fully depleted silicon that would hold the same charge. Integrating Poisson's equation once over all x, with zero field in the bulk, gives Gauss's law:

F(0) = qN W_eff/ε.

A second relation between F(0) and V follows on multiplying Poisson's equation by u′:

u″u′ = (q/ε)(N − n)u′.

The left side is the derivative of u′²/2. Integrated from the metal to the bulk it gives −F(0)²/2. The term in N gives (qN/ε)(0 − V). Hence

−F(0)²/2 = −qNV/ε − (q/ε)∫₀^∞ n u′ dx.

To evaluate the last integral, treat the electrons at each point as a uniform gas in equilibrium. The Fermi level is flat at zero bias. Let ζ be its height above the band edge in the bulk. Its height above the local edge is μ = ζ − qu, so dμ = −qu′ dx. At fixed temperature the pressure P of the gas obeys dP = n dμ. Therefore

−q∫₀^∞ n u′ dx = ∫ n dμ = P_bulk − P_surface.

Call this difference ΔP. Then

F(0)² = (2qN/ε)[V − ΔP/(qN)].

Inserting Gauss's law and dividing by (qN/ε)² gives

W_eff = W √[1 − ΔP/(qNV)].

The pressure of the bulk electrons pushes them into the layer and makes it thinner. Two limits show the size of the effect. A dilute gas has P = nkT and n(0) = N exp(−qV/kT), so ΔP/(qN) is close to kT/q when qV ≫ kT. In a strongly degenerate gas n is proportional to μ^(3/2). Integrating n dμ then gives P = (2/5)nμ, and the correction voltage tends to (2/5)ζ/q.

The present case needs the Fermi–Dirac distribution f = 1/{1 + exp[(E − μ)/kT]}, with E measured from the band edge. Each valley has energy ħ²k_l²/(2m_l) + ħ²k_t²/(2m_t), where k_t has two components. Rescaling each component of k by the square root of its mass makes the energy surfaces spheres, with the effective mass m_d = (m_l m_t²)^(1/3). Six valleys and two spins then give

n = (3/π²)(2m_d/ħ²)^(3/2) ∫₀^∞ E^(1/2) f dE.

The pressure that satisfies dP/dμ = n is

P = (2/3)(3/π²)(2m_d/ħ²)^(3/2) ∫₀^∞ E^(3/2) f dE.

To verify this, use ∂f/∂μ = −∂f/∂E and integrate by parts: the factor 3/2 from differentiating E^(3/2) cancels the 2/3.

Setting n = N at 300 K gives ζ = 0.112 eV. The Fermi level lies more than four times kT above the band edge, so the gas is degenerate. The correction voltage is 55.5 mV. The dilute value kT/q would be 25.9 mV, and (2/5)ζ/q is about 45 mV; the remaining difference from the latter reflects the finite temperature. The surface pressure is negligible because the surface band edge lies well above the Fermi level. Thus

W_eff = 1.798 nm × √(1 − 0.0555/0.5) = 1.70 nm.

This is 5.7% below the abrupt-depletion width. The surface field falls in the same ratio, to 5.24 MV/cm. At 400 K, with V still 0.5 V, the correction voltage is 61.1 mV and the width is 1.68 nm, which before rounding is 0.6% less than at 300 K. Warming by 100 K therefore changes the width by less than 1%. In a real contact V may itself shift with temperature, which this comparison leaves out. Numerical solutions of Poisson's equation with Fermi–Dirac electrons agree with the formula for W_eff at both temperatures to within 0.1%. All these values assume parabolic valleys and ignore band-gap narrowing. A non-parabolicity of the usual size for silicon, about 0.5 eV⁻¹, lowers ζ to 0.105 eV and the correction voltage to 52 mV at 300 K. The width remains 1.70 nm, but the third digit of ζ and of the correction voltage belongs to the model, not to silicon.

The edge is blurred over a screening length. Near the bulk u is small, so n ≈ N − qu(dn/dμ), and Poisson's equation becomes u″ = u/λ² with λ² = ε/[q²(dn/dμ)]. In the strongly degenerate limit dn/dμ = 3N/(2ζ), and hence

λ = √[2εζ/(3q²N)] = W √[ζ/(3qV)] ≈ 0.5 nm.

The transition region is more than a quarter as thick as the layer. W gives the amount of depleted charge well, but it does not mark a sharp boundary.

A lightly doped contact behaves differently. With V fixed, W varies as N^(−1/2), so N = 2 × 10¹⁶ cm⁻³ gives W = 180 nm. The electrons are then dilute, the correction voltage at 300 K is about 26 mV, and the width falls by only 2.6%.

**(c) Tunnelling and image force**

The barrier seen by an electron at the Fermi level is not qV. The band edge at the surface is qV above the bulk edge, while the Fermi level is already ζ above it. The barrier height is

qV − ζ = 0.500 eV − 0.112 eV = 0.388 eV.

With the parabolic bending from (a), the band edge lies above the Fermi level by qV(1 − x/W)² − ζ. Define r = ζ/(qV) = 0.225. The barrier ends where this difference vanishes:

x_t = W(1 − √r) = 0.95 nm.

The WKB approximation gives a transmission of order exp(−G), with

G = (2/ħ)∫₀^{x_t} √{2m[qV(1 − x/W)² − ζ]} dx.

Put y = 1 − x/W, so dx = −W dy. The limits 0 and x_t become 1 and √r, and reversing them removes the minus sign:

G = (2W/ħ)√(2mqV) ∫_{√r}^1 √(y² − r) dy.

An antiderivative of √(y² − r) is

½[y√(y² − r) − r ln(y + √(y² − r))],

as differentiation confirms. At the lower limit the square root vanishes and the logarithm is ln √r. Hence

G = (W/ħ)√(2mqV) {√(1 − r) − r ln[(1 + √(1 − r))/√r]}.

The brace equals 0.57. For current along a cube axis of the crystal, four valleys present the light mass and two the heavy one. The light mass gives G = 1.62 and exp(−G) = 0.20. Since G varies as √m, the heavy mass gives G = 3.57 and exp(−G) = 0.028. These factors belong to the sharp-edged parabola. The electron pressure of (b) weakens the field inside the layer, which makes the barrier thicker at the Fermi level, 1.08 nm instead of 0.95 nm at 300 K, and lowers the factors to about 0.16 and 0.019.

WKB is doubtful when G is of order one, so the Schrödinger equation was also solved directly for the same barrier. The metal was modelled by a band starting 5 eV below the Fermi level, with the same mass as the silicon valley. The transmissions were 0.19 and 0.029, close to the WKB factors. The close agreement depends on this choice. Band depths of 2 and 10 eV give 0.28 and 0.14 for the light mass and 0.042 and 0.021 for the heavy mass. A free-electron mass in the metal at 5 eV depth gives 0.35 for the light valley. The transmissions are therefore fixed only to about a factor of two.

For comparison, the Boltzmann factor for reaching the barrier top at 300 K is exp[−(qV − ζ)/kT] = 3.1 × 10⁻⁷. In this model electrons near the Fermi level therefore cross mainly by tunnelling. At zero bias the two directions balance and no net current flows, but a small applied voltage can drive a tunnelling current. This is why a contact with a substantial barrier can still serve as a low-resistance contact. The contact resistance itself would require an integral over energy and angle.

The image force lowers the barrier further. An electron a distance x from an ideal metal surface has image energy −q²/(16πεx). If the field is taken as uniform near the surface, the total lowering at x is qFx + q²/(16πεx). The barrier top is where this sum is smallest:

qF − q²/(16πεx²) = 0, so x_m = √[q/(16πεF)].

The two terms are then equal, and the lowering is

2qFx_m = q√[qF/(4πε)] = 0.26 eV.

For the parabolic barrier the numerical maximum gives 0.25 eV. It is slightly smaller because the parabola V(1 − x/W)² = V − Fx + Vx²/W² lies above its tangent at the surface.

The lowering is about two thirds of the 0.388 eV barrier, so the transmissions above, which omit it, are likely to be too small. Its value is only an indication: the maximum lies 0.25 nm from the metal, an atomic distance, where a classical image charge and a bulk permittivity are not reliable. The image energy belongs to the electron that crosses. It does not alter the mean donor charge or the bending V used to find W.

**(d) Breakdown, donors and real contacts**

The field of 5.6 MV/cm is several times the rough 1 MV/cm scale of avalanche fields in heavily doped silicon junctions. Such a comparison assumes a layer wide enough for carriers to gain the energy they need. Here the whole potential drop is 0.5 V. A carrier starting near a band edge can gain at most 0.5 eV, less than the gap of 1.1 eV needed at minimum to create an electron–hole pair.

Band-to-band tunnelling is also closed. The valence-band top at the surface lies at qV − 1.1 eV = −0.6 eV relative to the conduction-band edge in the bulk, so the two bands do not overlap in energy. Both arguments hold while the total bending stays below the gap. A sufficiently large reverse bias would remove that protection.

The smooth donor charge is a more serious weakness. The mean donor spacing is N^(−1/3) = 1.71 nm, almost equal to W, and a cube of side W holds on average 1.2 donors. The potential must therefore vary strongly along the contact, and W describes an average over many donors.

A contact 10 nm square has about 36 donors within the depth W. If they are placed independently, their number fluctuates by about √36 = 6, or 17% of the mean. Since W varies as N^(−1/2), a small relative change in N produces half that relative change in W, with the opposite sign. Treating each contact as uniform at its own density gives a width spread of about 8%. This is a rough estimate, because it leaves out the random depths of the donors, which also affect the bending. Treating each donor as a sheet of charge at a random depth raises the spread to about 1/√(3 × 36), close to 10%.

The electrons are not local on this scale either. Their Fermi wavelengths along the light and heavy axes are 8.4 and 3.8 nm, both longer than W. The correction in (b), which treats the gas as locally uniform, therefore shows the likely size of the effect and is not a refined prediction.

The example corresponds to the source or drain contact of a scaled silicon transistor, where donor densities of order 10²⁰ cm⁻³ are used. Its barrier of 0.39 eV is low beside the roughly 0.6 eV of a metal whose Fermi level meets silicon near midgap. With the same doping, a 0.6 eV barrier would require V ≈ 0.71 V and give W ≈ 2.1 nm. Real contacts also depart from full donor activation, to a degree that depends on processing. If half the donors were active and V stayed at 0.5 V, the width would rise by √2 to 2.5 nm. That change is much larger than the electron-pressure correction, so for a real contact the active donor density must be known before the second digit of W has meaning.

The numerical output below lists the main values used here.

Computed results

```
Built-in potential: 0.5 V
Donor density: 2e+20 cm^-3
Relative permittivity (rough): 11.7
Vacuum permittivity: 8.8542e-12 F/m
Elementary charge: 1.6022e-19 C
Silicon permittivity: 1.036e-10 F/m
2 eps V: 1.036e-10 C/m
q N: 3.204e+07 C/m^3
W squared: 3.233 nm^2
Depletion width W: 1.798 nm
Depletion width W: 33.98 bohr
W from extrapolated Poisson solution: 1.798 nm
Surface field, depletion model: 5.562 MV/cm
Donor sheet density N W: 3.596e+13 cm^-2
Longitudinal mass (rough): 0.92 m_e
Transverse mass (rough): 0.19 m_e
Thermal voltage at 300 K: 25.85 mV
Effective band density at 300 K: 2.744e+19 cm^-3
Bulk Fermi level above band edge, 300 K: 0.1124 eV
Barrier above Fermi level, 300 K: 0.3876 eV
Pressure correction voltage, 300 K: 55.53 mV
Charge-equivalent width, 300 K: 1.695 nm
Width change, 300 K: -5.72 %
Surface field with electrons, 300 K: 5.244 MV/cm
Bulk Fermi level above band edge, 400 K: 0.1079 eV
Pressure correction voltage, 400 K: 61.12 mV
Charge-equivalent width, 400 K: 1.685 nm
Tunnelling distance at Fermi level: 0.946 nm
Model metal band depth: 5 eV
WKB exponent, light mass: 1.62
WKB factor, light mass: 0.2
Direct transmission, light mass: 0.19
WKB exponent, heavy mass: 3.57
WKB factor, heavy mass: 0.028
Direct transmission, heavy mass: 0.029
Thermal factor over full barrier: 3.1e-07
Image lowering, curved barrier: 0.252 eV
Image lowering, uniform-field formula: 0.262 eV
Image barrier maximum position: 0.254 nm
Mean donor spacing: 1.71 nm
Donors in a cube of side W: 1.16
Contact side: 10 nm
Mean donors under contact within W: 36
Random donor-number spread: 17 %
Resulting rough width spread: 8.3 %
Fermi wavelength, light axis: 8.39 nm
Fermi wavelength, heavy axis: 3.81 nm
Width if half the donors are active: 2.54 nm
Silicon gap (rough): 1.1 eV
```
